\section*{Silicide growth in a nanowire fed by surface diffusion}

\section{The wait for one more slice}

A silicon wire touches a metal contact at one end. A silicide segment of length $L$ and radius $R$ has already formed next to the contact, and metal atoms reach its far end by diffusing along its side wall. Suppose that the far end captures every atom that arrives. The mobile metal then has density $n_0$ (atoms per wall area) at the contact and zero at the front. If the front moves slowly, the density falls linearly between them, and the number of atoms arriving per second is the perimeter times the diffusion flux, $2\pi R\,D_s n_0/L$, where $D_s$ is the surface diffusivity.

A new slice of thickness $dL$ needs $\pi R^2N_m\,dL$ atoms, where $N_m$ is the number of metal atoms bound per volume of silicide. The wait for it is
\begin{equation}
dt=\frac{\pi R^2N_m\,dL}{2\pi R\,D_sn_0/L}=\frac{RN_m}{2D_sn_0}\,L\,dL .
\end{equation}
Doubling $L$ doubles the wait, because the same density difference is spread over twice the distance. Doubling $R$ also doubles it: the slice needs four times the metal, and the perimeter delivers twice as much. Adding the waits from zero length gives $t\propto RL^2$, or $L^2\propto t/R$.

\section{The model and its metal balance}

In general the front does not empty the wall. Let $n(x,t)$ be the mobile density at distance $x$ from the contact, with
\begin{equation}
n(0,t)=n_0,\qquad n(L,t)=n_i,\qquad \Delta n=n_0-n_i>0 .
\end{equation}
The second condition says that incorporation is fast enough to hold the front at its equilibrium density $n_i$. One silicide phase forms, its radius is uniform, and its front is flat. No metal leaves the wall or runs ahead of the front. The quantities $D_s$, $n_0$ and $n_i$ are independent of $R$ and of time. On the wall,
\begin{equation}
\frac{\partial n}{\partial t}=D_s\frac{\partial^2n}{\partial x^2},\qquad 0<x<L(t).
\label{eq:diff}
\end{equation}

The speed of the front follows from conservation. The metal in the segment is
\begin{equation}
M=\pi R^2N_mL+2\pi R\int_0^{L}n\,dx ,
\end{equation}
and it grows at the rate at which metal enters from the contact, $dM/dt=-2\pi RD_s\,n_x(0)$, where the subscript denotes a derivative. The upper limit of the integral moves, so
\begin{equation}
\frac{d}{dt}\int_0^Ln\,dx=n_i\frac{dL}{dt}+\int_0^L D_sn_{xx}\,dx
=n_i\frac{dL}{dt}+D_sn_x(L)-D_sn_x(0).
\end{equation}
When this is inserted in $dM/dt$, the terms at $x=0$ cancel. What remains, divided by $\pi R$, is
\begin{equation}
(RN_m+2n_i)\frac{dL}{dt}=-2D_s\,n_x(L).
\label{eq:front}
\end{equation}
The slope $n_x(L)$ is negative, so the front advances. The term $2n_i$ is the mobile metal needed to cover the newly made wall.

\section{First derivation: a steady profile}

Let the mobile metal be scarce beside the bound metal, so that $\Delta n$ and $n_i$ are both much smaller than $RN_m$. The wall then relaxes much faster than the front moves, as confirmed below. At each moment equation~\eqref{eq:diff} reduces to $n_{xx}=0$, and the boundary values fix the straight line
\begin{equation}
n(x)=n_0-\Delta n\,\frac{x}{L},\qquad n_x(L)=-\frac{\Delta n}{L}.
\end{equation}
Equation~\eqref{eq:front}, with $2n_i$ dropped beside $RN_m$, becomes
\begin{equation}
L\frac{dL}{dt}=\frac{2D_s\Delta n}{RN_m}.
\label{eq:rate}
\end{equation}
The left side is $\tfrac12\,d(L^2)/dt$. Integration from $L(0)=0$ gives
\begin{equation}
\boxed{L^2=Kt,\qquad K=\frac{4D_s(n_0-n_i)}{RN_m}.}
\label{eq:law}
\end{equation}
If a length $L_0$ is present at the start and its wall already carries the straight profile, the same integration gives $L^2-L_0^2=Kt$. A wall that starts at density $n_i$ throughout must fill first, which delays the front by about $L_0^2/(6D_s)$, the diffusion time lag across the initial length.

The assumption can now be judged. The wall relaxes in a time of order $L^2/D_s$, while the length changes appreciably in a time $L/(dL/dt)=2L^2/K$. Their ratio is $K/(2D_s)=2\Delta n/(RN_m)$, which is small when mobile metal is scarce. It does not depend on $L$, so the approximation is as good early as late.

\section{Second derivation: a similarity solution}

The straight profile can be avoided. With $L(0)=0$ and constant boundary densities, the problem contains no fixed length along the wire. This suggests a density that depends on $x$ and $t$ through $\eta=x/(2\sqrt{D_st})$ alone, with the front at a constant value $\eta=\lambda$:
\begin{equation}
n=F(\eta),\qquad L=2\lambda\sqrt{D_st}.
\end{equation}
Since $\partial\eta/\partial t=-\eta/(2t)$ and $(\partial\eta/\partial x)^2=1/(4D_st)$, equation~\eqref{eq:diff} becomes
\begin{equation}
-\frac{\eta}{2t}F'=\frac{1}{4t}F''\quad\Longrightarrow\quad F''=-2\eta F' .
\end{equation}
Hence $F'$ is proportional to $e^{-\eta^2}$ and $F$ is a constant plus a multiple of the error function. The conditions $F(0)=n_0$ and $F(\lambda)=n_i$ give
\begin{equation}
n=n_0-\Delta n\,\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}.
\end{equation}
The derivative of $\operatorname{erf}\eta$ is $(2/\sqrt\pi)e^{-\eta^2}$, so
\begin{equation}
n_x(L)=-\frac{\Delta n\,e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda\,\sqrt{D_st}},\qquad
\frac{dL}{dt}=\lambda\sqrt{\frac{D_s}{t}} .
\end{equation}
In equation~\eqref{eq:front} the factor $\sqrt{D_s/t}$ cancels from both sides, which justifies the constant $\lambda$:
\begin{equation}
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon,\qquad
\varepsilon=\frac{2\Delta n}{RN_m+2n_i}.
\label{eq:root}
\end{equation}
The left side rises steadily from zero without limit, so each positive $\varepsilon$ has one positive root. Thus $L^2=4\lambda^2D_st$ is linear in time within this model, however much mobile metal the wall stores.

The radius enters through $\varepsilon$. For small $\lambda$,
\begin{align}
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda
&=2\lambda^2(1+\lambda^2+\cdots)\left(1-\frac{\lambda^2}{3}+\cdots\right)\nonumber\\
&=2\lambda^2\left(1+\frac{2\lambda^2}{3}+\cdots\right)=\varepsilon .
\end{align}
To lowest order $\lambda^2=\varepsilon/2$. Using this value inside the bracket gives $\lambda^2=(\varepsilon/2)(1-\varepsilon/3+\cdots)$, and therefore
\begin{equation}
\frac{L^2}{t}=4\lambda^2D_s=2\varepsilon D_s\left(1-\frac{\varepsilon}{3}+\cdots\right).
\label{eq:storage}
\end{equation}
For $\varepsilon\ll1$ and $2n_i\ll RN_m$ the leading term is $4D_s\Delta n/(RN_m)$, which is equation~\eqref{eq:law} again.

\section{What each derivation assumes}

Both derivations need the metal balance, fast incorporation and transport confined to the wall. The first also needs scarce mobile metal. In return it accepts any starting length and can be extended to a slow front reaction. The second needs zero starting length and constant boundary densities, but no restriction on $\varepsilon$. It shows that the two halves of the result differ in standing: linearity in time survives strong storage, whereas the inverse dependence on radius needs both $\Delta n$ and $n_i$ to be small beside $RN_m$.

A random-walk simulation shows the departure from the inverse-radius law. Atoms hop between columns $0.5$~nm wide, with probability $1/4$ per step in each direction, so $D_s=1/4$ column$^2$ per step. The contact is held at $20$~nm$^{-2}$, a density deliberately set far above that of the anneal below so that storage is visible. The front captures every arriving atom, and it advances one column when enough atoms for $N_m=40$~nm$^{-3}$ have been caught. For $R=5$ and $20$~nm, $\varepsilon$ is $0.2$ and $0.05$. The leading law $2\varepsilon D_s$ predicts slopes of $L^2$ of $0.100$ and $0.025$ column$^2$ per step, in the ratio 4. The root of equation~\eqref{eq:root} gives $0.0939$ and $0.0246$, in the ratio $3.8$. Straight-line fits for counted fronts between 10 and 28 columns, with half a column subtracted from each position before squaring to centre the stepwise front, give $0.0933$ and $0.0247$ in one run each, also in the ratio $3.8$. Repeated runs differ by up to about $1\%$ for the thinner wire, so its last digit is counting noise. The thinner wire falls further below the leading law because its wall stores more metal relative to its volume.

\section{Changes to the supply path}

\subsection{Slow incorporation}

Let the rim of the front take up metal at the finite rate $j=\kappa(n_L-n_i)$ per unit perimeter, where $n_L$ is now the density at the front and $\kappa$ is a velocity. For a steady profile the same flux crosses the wall, $j=D_s(n_0-n_L)/L$. Adding the two density drops eliminates $n_L$:
\begin{equation}
\Delta n=j\left(\frac{L}{D_s}+\frac1\kappa\right)
\quad\Longrightarrow\quad
j=\frac{D_s\Delta n}{L+D_s/\kappa}.
\end{equation}
The reaction acts as an extra diffusion length $D_s/\kappa$. With $RN_m\,dL/dt=2j$,
\begin{equation}
\left(L+\frac{D_s}{\kappa}\right)\frac{dL}{dt}=\frac K2
\quad\Longrightarrow\quad
L^2+\frac{2D_s}{\kappa}L=Kt .
\label{eq:slow}
\end{equation}
While $L\ll2D_s/\kappa$, the growth is linear, $L\simeq2\kappa\Delta n\,t/(RN_m)$. When $\kappa$ is independent of radius, the front speed at a given length varies as $1/R$ in this regime too, so that dependence alone does not establish diffusion control. The regimes differ in the length reached from zero after a fixed time: it varies as $1/R$ here and as $R^{-1/2}$ under diffusion control.

\subsection{Spreading across the front}

Metal arrives at the rim, but the whole cross-section consumes it. Let it spread along the silicide/silicon interface with diffusivity $D_b$, let its density at the rim equal that on the wall, and let each unit area consume metal at the same rate $g$. The metal crossing a circle of radius $r$ must feed the disc inside it:
\begin{equation}
2\pi rD_b\frac{dn}{dr}=\pi r^2g\quad\Longrightarrow\quad n(R)-n(0)=\frac{gR^2}{4D_b}.
\end{equation}
The total supply gives $\pi R^2g=2\pi Rj$, so $g=2j/R$ and the drop is $jR/(2D_b)$. If the centre is held at $n_i$, this drop acts like an extra wall length $RD_s/(2D_b)$, which replaces $D_s/\kappa$ in equation~\eqref{eq:slow}. Unlike the reaction length, it grows with the radius. The numerical factor depends on where the equilibrium density is imposed, which this model does not fix: if the average over the front, instead of the centre, is held at $n_i$, the extra length is $RD_s/(4D_b)$.

\subsection{Transport through the core}

Metal may also diffuse through the silicide with diffusivity $D_v$. Let its density there be proportional to that on the wall, through fast local exchange, and let it differ by $\Delta c$ between contact and front. If dissolved metal is scarce beside $N_m$, both profiles are straight and the flows add:
\begin{equation}
\pi R^2N_m\frac{dL}{dt}=\frac{2\pi RD_s\Delta n+\pi R^2D_v\Delta c}{L}.
\end{equation}
Division by $\pi R^2N_m$ and integration give
\begin{equation}
\frac{L^2}{t}=\frac{4D_s\Delta n}{RN_m}+K_v,\qquad K_v=\frac{2D_v\Delta c}{N_m}.
\end{equation}
The core term does not depend on $R$, since its supply and demand both scale with the cross-section. The terms are equal at $R^*=2D_s\Delta n/(D_v\Delta c)$. For $R\gg R^*$ the inverse-radius law gives way to a growth constant independent of radius.

\section{A ten-minute anneal}

Take $R=20$~nm, $D_s=10^6$~nm$^2$/s, $n_0=0.5$~nm$^{-2}$, $n_i=0.1$~nm$^{-2}$ and $N_m=40$~nm$^{-3}$. Then
\begin{equation}
K=\frac{4\times10^6\times0.4}{20\times40}=2000\ \text{nm}^2/\text{s}
=2.0\times10^{-11}\ \text{cm}^2/\text{s},
\end{equation}
and after $600$~s
\begin{equation}
L=\sqrt{2000\times600}\simeq1095\ \text{nm}.
\end{equation}
At $150$~s the length is $548$~nm, so a fourfold time doubles it. The final speed is $K/(2L)=0.91$~nm/s. With the anneal time and all other parameters fixed, wires of radius $10$ and $40$~nm reach $1549$ and $775$~nm. A fourfold radius halves the length, because $L\propto R^{-1/2}$.

Each of the following changes is relative to $1095$~nm and is made alone.
\begin{itemize}
\item \emph{Storage.} Here $\varepsilon=1.0\times10^{-3}$, and equation~\eqref{eq:root} shortens the segment by $0.03\%$.
\item \emph{Incorporation.} With $\kappa=2\times10^4$~nm/s, the extra path is $50$~nm and the length falls to $1047$~nm, by $4.5\%$.
\item \emph{Spreading.} With $D_b=5\times10^5$~nm$^2$/s, the extra path is $20$~nm and the length falls by $1.8\%$ if the centre is held at $n_i$; they are $10$~nm and $0.9\%$ if the average over the front is held there.
\item \emph{Core.} With $D_v=5000$~nm$^2$/s and $\Delta c=0.4$~nm$^{-3}$, $K_v=100$~nm$^2$/s and $R^*=400$~nm. The length rises by $2.5\%$ if the metal stored in the core is neglected, and by $2.1\%$ if it is counted.
\item \emph{Wall energy.} If converting the wall costs $\Delta\gamma=0.5$~J/m$^2$, each bound metal atom carries an extra energy $2\pi R\,\Delta\gamma/(\pi R^2N_m)=0.0078$~eV. For dilute mobile metal, equilibrium at temperature $T=623$~K multiplies $n_i$ by $e^{E/(k_BT)}$, where $E$ is this extra energy and $k_B$ is Boltzmann's constant, because bound metal of higher energy is in balance with a denser mobile layer. This raises $n_i$ to $0.116$~nm$^{-2}$. With $n_0$ fixed, the length falls by $2.0\%$. Since the shift depends on $R$, it also bends the inverse-radius law.
\item \emph{Temperature.} If $D_s$ has an activation energy of $1.0$~eV and the densities stay fixed, an anneal $5$~K hotter gives a segment $7.7\%$ longer. This barrier is high for the chosen $D_s$: together they imply a prefactor near $1$~cm$^2$/s, several hundred times the estimate $a^2\nu/4\approx1.6\times10^{-3}$~cm$^2$/s for hops of $a=0.25$~nm at an attempt frequency $\nu=10^{13}$~s$^{-1}$. That prefactor would correspond to $0.64$~eV and a gain of $4.9\%$.
\end{itemize}

These round parameters are meant for the rough regime of nickel silicide contacts in silicon nanowires annealed near $350\,^\circ$C. They are not measurements, and the surface densities and diffusivities are the least certain. Real wires break the assumption of an unchanged radius, since silicide and the silicon it replaces generally differ in volume. If the volume ratio is $1.2$, roughly that of the compound NiSi, all the swelling is radial, and $20$~nm is the original silicon radius, then $R$ grows by $\sqrt{1.2}$ and the length falls by $4.5\%$. Nickel and silicon also form several compounds, so a real segment may contain more than one phase, which a single $N_m$ cannot describe. Where the model's conditions hold, the anneal time needed to grow a segment of length $L$ from zero is $L^2/K$, and wires that differ only in radius, annealed together from zero length, end with segments of unequal length.
